\section*{Attraction between two charged domain walls in a permalloy track}

\section{Problem}

A permalloy track is 100 nm wide and 10 nm thick. Its magnetization lies along its length and reverses at two domain walls whose centres are 1000 nm apart. Going from left to right, the magnetization points right, then left, then right again. The first wall is therefore head-to-head and the second is tail-to-tail. Take a saturation magnetization of $M_s=800$ kA/m, a rough typical value for permalloy at room temperature.

Treat each wall as a rigid object and, at first, as a point magnetic charge. Ignore pinning and the ends of the track until part (f).

\begin{enumerate}
\item[(a)] Find the magnetic charge of each wall.
\item[(b)] Find the energy of the pair as a function of separation, and the force between the walls.
\item[(c)] What uniform applied field would push each wall as hard as the other wall does? Which way must it point to hold the walls apart?
\item[(d)] Is that balance stable?
\item[(e)] Suppose instead that the two walls sit in parallel tracks 1000 nm apart. How strongly can one wall drive the other along its track?
\item[(f)] Estimate the errors made by using point charges and an infinitely long track. Then compare the attraction with thermal energy and with pinning.
\end{enumerate}

\section{Solution}

\subsection*{(a) The charge of a wall}

Let $x$ run along the track, to the right, and let $A=wt$ be the cross-section, with $w$ the width and $t$ the thickness. No free currents flow, so the field $\mathbf H$ made by the magnetization has no curl. The total induction is $\mathbf B=\mu_0(\mathbf H+\mathbf M)$ and has no divergence. Hence
\begin{equation}
\nabla\cdot\mathbf H=-\nabla\cdot\mathbf M\equiv\rho_m .
\end{equation}
The quantity $\rho_m$ acts as a source of $\mathbf H$, just as electric charge acts as a source of the electric field. It is called magnetic charge density. No isolated magnetic pole is implied: the charges of the whole track, ends included, add up to zero.

Enclose one wall in a box that cuts the track in the uniform domains on either side. By the divergence theorem the charge inside is minus the outward flux of $\mathbf M$. The outward normal is $+x$ on the right face and $-x$ on the left face, so
\begin{equation}
q_{\rm wall}=-A\left(M_x^{\rm right}-M_x^{\rm left}\right).
\end{equation}
At the head-to-head wall $M_x^{\rm left}=M_s$ and $M_x^{\rm right}=-M_s$, which gives $+2M_sA$. At the tail-to-tail wall both signs are reversed, which gives $-2M_sA$. The charges are $+q$ and $-q$ with
\begin{equation}
q=2M_swt .
\end{equation}
The inner structure of the wall has dropped out, because the flux depends on the two domains alone. With $A=1.00\times10^{-15}$ m$^2$,
\begin{equation}
q=2\,(8.00\times10^{5})(1.00\times10^{-15})
=1.60\times10^{-9}\ \text{A\,m}.
\end{equation}

\subsection*{(b) Energy and force}

The magnetostatic energy of the track is
\begin{equation}
E=-\frac{\mu_0}{2}\int\mathbf M\cdot\mathbf H\,dV .
\end{equation}
Since $\mathbf H$ has no curl, write $\mathbf H=-\nabla\phi$. Integrate by parts over all space, where $\mathbf M$ vanishes far away and surface charges are counted in $\rho_m$:
\begin{equation}
E=\frac{\mu_0}{2}\int\mathbf M\cdot\nabla\phi\,dV
=-\frac{\mu_0}{2}\int\phi\,\nabla\cdot\mathbf M\,dV
=\frac{\mu_0}{2}\int\rho_m\phi\,dV .
\end{equation}
Split the charge into the parts belonging to the two walls. The energy of each wall in its own potential does not change when a rigid wall moves. The two cross terms are equal and cancel the factor $\tfrac12$. A point charge $q$ has potential $\phi=q/(4\pi r)$, so the part of the energy that depends on separation is
\begin{equation}
U(r)=\mu_0(-q)\frac{q}{4\pi r}=-\frac{\mu_0q^2}{4\pi r}.
\label{eq:U}
\end{equation}

Let the walls be at $x_1<x_2$, so that $r=x_2-x_1$. The force on a wall means minus the derivative of the energy with respect to its position. It drives the magnetic pattern, while the metal itself stays where it is. Since $\partial r/\partial x_1=-1$ and $\partial r/\partial x_2=+1$,
\begin{equation}
F_1=-\frac{\partial U}{\partial x_1}=+\frac{\mu_0q^2}{4\pi r^2},
\qquad
F_2=-\frac{\partial U}{\partial x_2}=-\frac{\mu_0q^2}{4\pi r^2}.
\end{equation}
The left wall is pushed right and the right wall is pushed left: they attract.

To the accuracy needed here $\mu_0/4\pi=10^{-7}$ T\,m/A. At $r=1000$ nm,
\begin{equation}
F=10^{-7}\,\frac{(1.60\times10^{-9})^2}{(1.00\times10^{-6})^2}
=2.56\times10^{-13}\ \text{N}=0.256\ \text{pN}.
\end{equation}
The pair energy is $U=-Fr=-2.56\times10^{-19}$ J, or $-1.60$ eV. Its zero is at infinite separation.

\subsection*{(c) The equivalent applied field}

Apply a uniform field $H_a$ along $x$ and write $B=\mu_0H_a$, so that it can be quoted in tesla. This is the applied field, not the total induction inside the metal. For a track of length $L$ running from $-L/2$ to $L/2$, the energy in the applied field is
\begin{align}
E_B&=-B\int M_x\,dV\nonumber\\
&=-BM_sA\left[\left(x_1+\tfrac L2\right)-(x_2-x_1)
+\left(\tfrac L2-x_2\right)\right]\nonumber\\
&=-BM_sA\left[L+2x_1-2x_2\right].
\label{eq:zeeman}
\end{align}
The three terms in the first bracket are the lengths of the three domains, with a minus sign for the reversed one. Replacing the sharp walls by smooth rigid ones adds at most a constant. Differentiation gives
\begin{equation}
F_1^{B}=2M_sAB=qB,\qquad F_2^{B}=-2M_sAB=-qB .
\end{equation}
A uniform field thus pushes the two walls in opposite directions, as it should for opposite charges.

The applied field matches the attraction in size when $qB_{\rm eq}=\mu_0q^2/(4\pi r^2)$. One factor of $q$ cancels:
\begin{equation}
B_{\rm eq}=\frac{\mu_0q}{4\pi r^2}=\frac{\mu_0M_swt}{2\pi r^2}.
\label{eq:Beq}
\end{equation}
This is $\mu_0$ times the field that one wall produces at the other. Numerically,
\begin{equation}
B_{\rm eq}=10^{-7}\,\frac{1.60\times10^{-9}}{(1.00\times10^{-6})^2}
=1.60\times10^{-4}\ \text{T}=0.160\ \text{mT}.
\end{equation}

For the direction, require the total force on the left wall to vanish: $qB_{\rm eq}+qB=0$, so $B=-B_{\rm eq}$. The holding field points left, along the magnetization of the middle domain. This makes sense, because such a field favours the middle domain and tries to lengthen it, while the attraction tries to shorten it.

At fixed $M_s$ and cross-section the equivalent field falls as $1/r^2$. It is 0.640 mT at 500 nm and 0.040 mT at 2000 nm. At fixed geometry it is proportional to $M_s$, so a 5\% error in the assumed magnetization gives a 5\% error in $B_{\rm eq}$. The force is proportional to $M_s^2$ and would change by about 10\%.

\subsection*{(d) Stability}

Apply a holding field of size $B_h$ pointing left, so $B=-B_h$. Equation (\ref{eq:zeeman}) becomes $E_B=B_hM_sA(L-2r)$, which is a constant minus $qB_hr$. Apart from that constant the total energy is
\begin{equation}
E(r)=-\frac{\mu_0q^2}{4\pi r}-qB_hr .
\end{equation}
Its first two derivatives are
\begin{equation}
\frac{dE}{dr}=\frac{\mu_0q^2}{4\pi r^2}-qB_h,
\qquad
\frac{d^2E}{dr^2}=-\frac{\mu_0q^2}{2\pi r^3}<0 .
\end{equation}
The first vanishes at the balance found in part (c). The second is negative, so the balance is an energy maximum and is unstable. If the gap shrinks slightly, the attraction grows while the push of the field stays the same, and the gap goes on shrinking. If the gap widens slightly, the field wins and the walls separate. In a real track it is pinning that can hold the walls near such a point.

The point-charge model cannot say what happens when the walls meet. Once $r$ is comparable with the wall width, the walls deform, and exchange energy and their inner structure matter.

A regular row of walls behaves in a related way. Let walls of alternating sign be spaced by $r$. A wall deep inside a long row feels equal pulls from left and right, and the net force is zero. If it moves by a small distance $u$ while its neighbours stay fixed, the two nearest neighbours give a net force
\begin{equation}
\frac{\mu_0q^2}{4\pi}\left[\frac1{(r-u)^2}-\frac1{(r+u)^2}\right]
\simeq\frac{\mu_0q^2}{\pi r^3}\,u
\end{equation}
in the direction of the displacement. This too is unstable. The last wall of a long row has neighbours on one side only, with alternating signs. The force on it is the pair force times
\begin{equation}
1-\frac1{2^2}+\frac1{3^2}-\dots=\frac{\pi^2}{12}\simeq0.82 .
\label{eq:sum}
\end{equation}
The pair result is therefore a fair estimate for the outermost wall of such a row, but not for an inner one.

\subsection*{(e) Walls in parallel tracks}

Now put the head-to-head wall in one track and the tail-to-tail wall in a parallel track at distance $d$, displaced along the track by $x$. The separation is $\sqrt{x^2+d^2}$, and equation (\ref{eq:U}) gives
\begin{equation}
U(x)=-\frac{\mu_0q^2}{4\pi\sqrt{x^2+d^2}},
\qquad
F_x=-\frac{dU}{dx}=-\frac{\mu_0q^2}{4\pi}\frac{x}{(x^2+d^2)^{3/2}} .
\end{equation}
Directly abreast, at $x=0$, the force along the track is zero. The attraction then points across the tracks, where a wall cannot go. For small $x$ the force is $-\mu_0q^2x/(4\pi d^3)$, a spring-like pull back to the abreast position. Parallel tracks thus give a stable pair, in contrast to part (d).

The driving field is $|F_x|/q$. To find its maximum for $x>0$, set the derivative of $x(x^2+d^2)^{-3/2}$ to zero:
\begin{equation}
\frac{1}{(x^2+d^2)^{3/2}}-\frac{3x^2}{(x^2+d^2)^{5/2}}=0
\quad\Longrightarrow\quad d^2=2x^2 .
\end{equation}
At $x=d/\sqrt2$ we have $x^2+d^2=\tfrac32d^2$, and the greatest driving field is
\begin{equation}
B_{\max}=\frac{\mu_0q}{4\pi d^2}\,\frac{1}{\sqrt2}\left(\frac23\right)^{3/2}
=\frac{2}{3\sqrt3}\,\frac{\mu_0q}{4\pi d^2}.
\end{equation}
The factor is 0.385. For $d=1000$ nm the point-charge maximum is 0.062 mT, at an offset of 707 nm. The sideways moments of the walls, treated in part (f), can change this maximum by roughly 15 to 20\%. The value 0.160 mT acts as a driving field when the walls are 1000 nm apart in the same track.

\subsection*{(f) What the simple model leaves out}

\paragraph{Spread of the charge.}
A simple model of the head-to-head wall has
\begin{equation}
M_x=-M_s\tanh(x/\Delta),\qquad M_y=M_s\,\mathrm{sech}(x/\Delta),
\end{equation}
where $x$ is now measured from the wall centre and $y$ runs across the width. The magnitude stays equal to $M_s$ because $\tanh^2+\mathrm{sech}^2=1$. We choose $\Delta=w/\pi=31.8$ nm, which makes the wall about as long as the track is wide.

Take one charge element from each wall. Let $(\delta_x,\delta_y,\delta_z)$ be the difference of their positions, each measured from its own wall centre. Their distance is $R=\sqrt{r^2+2r\delta_x+\delta^2}$, where $\delta^2=\delta_x^2+\delta_y^2+\delta_z^2$. To second order,
\begin{equation}
\frac1R\simeq\frac1r\left[1-\frac{\delta_x}{r}-\frac{\delta^2}{2r^2}
+\frac{3\delta_x^2}{2r^2}\right].
\end{equation}
The linear term averages to zero, because each cloud is symmetric about its centre. What remains is
\begin{equation}
\left\langle\frac1R\right\rangle\simeq\frac1r+\frac{Q}{2r^3},
\qquad
Q=2\langle\delta_x^2\rangle-\langle\delta_y^2\rangle-\langle\delta_z^2\rangle .
\end{equation}
Differentiating with respect to $r$ turns the force factor $1/r^2$ into $1/r^2+3Q/(2r^4)$. The relative correction to the force is $3Q/(2r^2)$.

The variance of a difference of two independent positions is twice the variance of one. A uniform spread over $w$ has variance $w^2/12$, so $\langle\delta_y^2\rangle=w^2/6$, and likewise $\langle\delta_z^2\rangle=t^2/6$. Along the track the normalized charge density is $\mathrm{sech}^2(x/\Delta)/(2\Delta)$. For $u>0$, $\mathrm{sech}^2u=4\sum_{n\ge1}(-1)^{n+1}n\,e^{-2nu}$, and $\int_0^\infty u^2e^{-2nu}du=1/(4n^3)$. Therefore
\begin{equation}
\int_{-\infty}^{\infty}u^2\,\mathrm{sech}^2u\,du
=2\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{6},
\end{equation}
by the sum in equation (\ref{eq:sum}). The variance is $\pi^2\Delta^2/12=w^2/12$, so $\langle\delta_x^2\rangle=w^2/6$. Then $Q=(w^2-t^2)/6=1650$ nm$^2$, and the force rises by 0.25\%.

\paragraph{Sideways moments.}
The component $M_y$ gives each wall a moment across the track. Since $\int\mathrm{sech}\,u\,du=\pi$ over the whole line,
\begin{equation}
m=M_sA\,\pi\Delta=M_sAw=8.00\times10^{-17}\ \text{A\,m}^2 .
\end{equation}
Two parallel moments perpendicular to the line joining them have energy $\mu_0m^2/(4\pi r^3)$ and repel with force $3\mu_0m^2/(4\pi r^4)$. Antiparallel moments attract equally strongly. Relative to the force between the charges, and with $m/q=w/2$, this is
\begin{equation}
\frac{3m^2}{q^2r^2}=\frac{3w^2}{4r^2}=0.75\% .
\end{equation}
When both walls lie in the same track, the charge of one wall in this symmetric model exerts no force along the track on the sideways moment of the other: on the centre line the field of the charge has no sideways component, so the energy of the moment in it is zero at every separation. The sideways moment can also be read as a shift of the charge off the centre line: integration by parts gives $\int y\,\rho_m\,dV=\int M_y\,dV=m$, so the charge of the wall, edge charges included, is centred at $y=m/q$. A real transverse wall is wedge-shaped, which changes both $m$ and the second moments of the charge. The corrections stay of order $w^2/r^2$, but their coefficients depend on the profile. A relaxed micromagnetic wall in this track, with exchange stiffness 13 pJ/m, has $m/q\simeq0.36\,w$. Its moment term at 1000 nm is about 0.4\% and its spread term is below 0.1\%.

The parallel tracks of part (e) are different. There the field of each charge has a component across the tracks, which acts on the sideways moment of the other wall. The effect is of first order in $w/d$. For $d=1000$ nm and the model profile, the greatest driving field rises by about 22\% if both moments point from the head-to-head wall's track towards the other track, and falls by about 18\% if both point the opposite way. For the relaxed wall, with its smaller moment, the changes are about $+16\%$ and $-13\%$. If the two moments are antiparallel, the two contributions nearly cancel.

\paragraph{Ends of the track.}
Let the track be 20\,000 nm long with the pair at its centre. The magnetization enters at the left end and leaves at the right end, so the ends carry charges $-M_sA$ and $+M_sA$. At either wall both end charges make a field pointing left, the direction that holds the walls apart. The walls are 9500 nm from the nearer end and 10\,500 nm from the farther one. Since $M_sA=q/2$, the reduction relative to $B_{\rm eq}$ is
\begin{equation}
\frac12\left[\left(\frac{1000}{9500}\right)^2
+\left(\frac{1000}{10\,500}\right)^2\right]=1.01\% .
\end{equation}
The equivalent field becomes 0.158 mT. Of the three corrections to the single-track result at 1000 nm this is the largest single one, and it shrinks as the track is made longer. In the model profile with antiparallel moments, the two shape corrections add to about 1\% of the opposite sign and nearly offset it.

\paragraph{Thermal energy.}
As the gap closes from 1000 to 900 nm, the attraction does work
\begin{equation}
W=\frac{\mu_0q^2}{4\pi}\left(\frac1{900\ \text{nm}}-\frac1{1000\ \text{nm}}\right)
=1.598\ \text{eV}\left(\frac{1000}{900}-1\right)=0.178\ \text{eV}.
\end{equation}
At 300 K, $kT=0.0259$ eV, so $W=6.9\,kT$. Over a distance of one track width the pull is well above thermal energy, though over a tenth of that distance it is not.

\paragraph{The real track.}
The model has so far left out pinning. Rough edges and defects hold a wall until the driving field exceeds a threshold, which varies widely between samples. Take 1 mT as a rough figure. This is 6.25 times the attraction at 1000 nm, so with no other drive, and thermal activation aside, the walls would stay where they are. Setting $B_{\rm eq}(r_p)=1$ mT in equation (\ref{eq:Beq}) gives
\begin{equation}
r_p=1000\ \text{nm}\,\sqrt{\frac{0.160}{1}}=400\ \text{nm}.
\end{equation}
For this threshold, the attraction can free the walls by itself at separations below about 400 nm. There $1/r^2$ is 6.25 times larger than at 1000 nm, so the leading formulas give shape corrections of about 1.5\% and 5\%. In the rigid model profile the finite length of the walls raises the second to about 7\%. At this distance the tails of real walls begin to overlap, so these figures give no more than the order of size, a few per cent, which is small beside the uncertainty in the pinning field. Stray fields deserve comparison too. The Earth's field is roughly 0.05 mT, about 0.3 of the attraction at 1000 nm. If it lies along the track, it strengthens or weakens the drive on the pair according to its direction.

All numerical values are calculated from the stated model.
